# Integrating Out a Free Bath: Impurity Correlators Depend Only on Δ(iω)

## A.1 Definitions and conventions

The Hamiltonian is

$$H=H_{\rm loc}(d^\dagger,d)+\sum_{ij}h_{ij}c_i^\dagger c_j+\sum_{ia}\left(V_{ia}c_i^\dagger d_a+V_{ia}^*d_a^\dagger c_i\right).$$

The index $a$ labels impurity spin-orbitals, $i$ labels $N$ bath spin-orbitals with $N$ finite, and $h$ is any Hermitian matrix. The ensemble is grand canonical at inverse temperature $\beta$, with the chemical potential absorbed in the levels and $\hbar=k_B=1$. The local part is $H_{\rm loc}=d^\dagger\varepsilon_d\,d+H_{\rm int}$, with $\varepsilon_d$ a Hermitian matrix and $H_{\rm int}$ any normal-ordered Hermitian polynomial of even degree in $d,d^\dagger$. The hybridization function and the Matsubara frequencies are

$$\Delta(z)=V^\dagger(z-h)^{-1}V,\qquad \omega_n=(2n+1)\pi/\beta .$$

The statement is that $Z/Z_{\rm bath}$, with $Z_{\rm bath}=\det(1+e^{-\beta h})$, and every imaginary-time-ordered correlator of impurity operators are fixed by $H_{\rm loc}$, $\beta$ and the matrices $\Delta(i\omega_n)$. It requires a quadratic, number-conserving bath and a coupling linear in $c$. It does not cover $Z$ itself or bath observables.

Grassmann generators anticommute with each other and with fermion operators. Integration obeys $\int d\theta\,1=0$, $\int d\theta\,\theta=1$, so $\int d\bar\psi\,d\psi\,\psi\bar\psi=1$. For all modes $a_\alpha\in\{d,c\}$,

$$|\psi\rangle=e^{-\sum\psi_\alpha a_\alpha^\dagger}|0\rangle,\qquad\langle\psi|=\langle0|e^{\sum\bar\psi_\alpha a_\alpha}.$$

The exponents are even, so the states factorize over modes. For one mode, $a|\psi\rangle=-a\psi a^\dagger|0\rangle=\psi|\psi\rangle$, likewise $\langle\psi|a^\dagger=\bar\psi\langle\psi|$, and $\langle\psi|\psi'\rangle=1-\bar\psi\langle0| a\psi'a^\dagger|0\rangle=e^{\bar\psi\psi'}$. The $\psi\bar\psi$ term of $(1-\bar\psi\psi)|\psi\rangle\langle\psi|$ is $\psi\bar\psi\,(|0\rangle\langle0|+a^\dagger|0\rangle\langle0|a)$, so $\int d\bar\psi\,d\psi\,e^{-\bar\psi\psi}|\psi\rangle\langle\psi|=1$. For an even operator $O$, insert this into $\sum_m\langle m|O|m\rangle$ over occupation states. The factors $\langle m|O|\psi\rangle$ and $\langle\psi|m\rangle$ both have the parity of the particle number $|m|$, so exchanging them costs $(-1)^{|m|}$, which is absorbed by reversing the sign of the ket variables:

$${\rm Tr}\,O=\int d\bar\psi\,d\psi\,e^{-\bar\psi\psi}\langle\psi|O|-\psi\rangle .$$

## A.2 The path integral at a finite number of slices

Take $M$ even and $\delta=\beta/M$. Let $H(\bar\psi,\psi)$ be $H$ with operators replaced by generators, and let $T=\,:\!e^{-\delta H}\!:$ be the normal-ordered operator with $\langle\psi|T|\psi'\rangle=e^{\bar\psi\psi'-\delta H(\bar\psi,\psi')}$. Expanding the exponential gives $T=1-\delta H+O(\delta^2)$, so $\|T-Y\|\le C\delta^2$ for $Y=e^{-\delta H}$, and both norms are below $e^{\kappa\delta}$ for some $\kappa$. The identity $T^m-Y^m=\sum_{k=0}^{m-1}T^{m-1-k}(T-Y)Y^k$ then bounds $\|T^m-e^{-m\delta H}\|$ by $MC\delta^2e^{\kappa\beta}=O(1/M)$ for $m\le M$.

Inserting $M-1$ resolutions of unity into the trace gives, with no approximation,

$${\rm Tr}\,T^M=\int e^{-\mathcal S},\qquad \mathcal S=\sum_{k=1}^M\left[\bar\psi_k(\psi_k-\psi_{k-1})+\delta H(\bar\psi_k,\psi_{k-1})\right],\quad\psi_0=-\psi_M .$$

An impurity operator at slice $k<M$ is first brought by anticommutation to the order $d\cdots d\,d^\dagger\cdots d^\dagger$, and the resolution of unity is placed between the two groups, where each operator meets its eigenstate. The resulting generators move to the front past even objects and keep their order. For $1\le j\le l<M$, using cyclicity of the trace,

$$\frac{{\rm Tr}[T^{M-s}d_aT^{s}d_b^\dagger]}{{\rm Tr}\,T^M}=\langle d_{a,l}\bar d_{b,j}\rangle,\qquad s=l-j .$$

With $s$ the integer nearest $\tau/\delta$, the left side tends to $\langle d_a(\tau)d_b^\dagger\rangle=-G_{ab}(\tau)$ with error $O(1/M)$. The same holds for any number of insertions.

Define the antiperiodic shift $(\Lambda\psi)_k=\psi_{k-1}$, that is $\Lambda_{k,k-1}=1$ and $\Lambda_{1M}=-1$. Then

$$\mathcal S=\bar cBc+\bar c\,\eta+\bar\eta\,c+\bar d\,[1-\Lambda\otimes(1-\delta\varepsilon_d)]\,d+\delta\sum_kH_{\rm int}(\bar d_k,d_{k-1}),$$

$$B=1-\Lambda\otimes(1-\delta h),\qquad\eta=\delta(\Lambda\otimes V)d,\qquad\bar\eta=\delta\,\bar d(\Lambda\otimes V^\dagger).$$

All terms are even and commute, so $e^{-\mathcal S}$ factorizes and the $c$ integral can be done first.

## A.3 The bath integral

For an $L\times L$ matrix $B$, only the term of order $L$ of $e^{-\bar cBc}$ contains every generator. Since $-\bar c_pB_{pq}c_q=B_{pq}c_q\bar c_p$, that term is $\sum_\pi\prod_pB_{p\pi(p)}c_{\pi(p)}\bar c_p$; the $L!$ orderings of the commuting pairs cancel $1/L!$. Reordering the $c$ to $\prod_pc_p\bar c_p$ gives ${\rm sgn}\,\pi$, so the integral is $\det B$. The integral over $\theta$ of $f_0+(\theta+\xi)f_1$ does not depend on $\xi$, so variables may be shifted. For invertible $B$,

$$\bar cBc+\bar c\eta+\bar\eta c=(\bar c+\bar\eta B^{-1})B(c+B^{-1}\eta)-\bar\eta B^{-1}\eta ,$$

$$\int d\bar c\,dc\;e^{-\bar cBc-\bar c\eta-\bar\eta c}=\det B\;e^{+\bar\eta B^{-1}\eta}.\tag{A1}$$

The quadratic impurity action becomes $\bar dAd$ with

$$A=1-\Lambda\otimes(1-\delta\varepsilon_d)-\delta^2(\Lambda\otimes V^\dagger)B^{-1}(\Lambda\otimes V).$$

The vectors $u^{(n)}_k=e^{-i\omega_n\delta k}/\sqrt M$, $n=0,\dots,M-1$, are orthonormal. They are antiperiodic because $e^{-i\omega_n\beta}=-1$, so $\Lambda u^{(n)}=\lambda_nu^{(n)}$ with $\lambda_n=e^{i\omega_n\delta}$. Set $z_n=(1-\lambda_n^{-1})/\delta$, so that $1-\lambda_n=-\delta\lambda_nz_n$. The blocks are

$$B_n=1-\lambda_n+\delta\lambda_nh=-\delta\lambda_n(z_n-h),$$

$$-\delta^2\lambda_n^2V^\dagger B_n^{-1}V=+\delta\lambda_n\Delta(z_n),$$

$$a_n=-\delta\lambda_n\left[z_n-\varepsilon_d-\Delta(z_n)\right],\qquad A_{kk'}=\frac1M\sum_ne^{-i\omega_n\delta(k-k')}a_n.\tag{A2}$$

A real $z_n$ needs $\omega_n\delta=(2n+1)\pi/M$ to be a multiple of $\pi$, which is impossible for even $M$, so $B$ is invertible. The $\lambda_n$ are the $M$ roots of $y^M+1=\prod_n(y-\lambda_n)$. Putting $y=1/x$ and multiplying by $x^M$ gives $\prod_n(1-\lambda_nx)=1+x^M$, and applying this to each eigenvalue $x$ of $1-\delta h$ gives $\det B$. Hence

$${\rm Tr}\,T^M=\det[1+(1-\delta h)^M]\;Z_{\rm imp}^{(M)},\quad Z_{\rm imp}^{(M)}=\int d\bar d\,dd\;e^{-\bar dAd-\delta\sum_kH_{\rm int}}.\tag{A3}$$

Impurity insertions contain no $c$, so the same determinant multiplies numerator and denominator of a correlator. It is at least 1 for even $M$ and cancels. At every even $M$ the bath enters impurity correlators through the $M$ matrices $\Delta(z_n)$ alone.

## A.4 From $\Delta(z_n)$ to $\Delta(i\omega_n)$

Each element of $\Delta(z)$ is a ratio of polynomials with real poles. If two finite baths have equal $\Delta(i\omega_n)$ for all $n$, the numerator of the difference is a polynomial with infinitely many zeros and vanishes identically. The baths then share $\Delta(z_n)$, hence $Z^{(M)}_{\rm imp}$ and all correlators at each $M$, hence the limits of A.2. Since $(1-\delta h)^M\to e^{-\beta h}$, the determinant tends to $Z_{\rm bath}$. This proves the statement. It concerns exact values of $\Delta(i\omega_n)$ and gives no bound for noisy ones. A continuum bath is covered insofar as it is defined as a limit of finite baths.

At fixed $n$, $z_n=i\omega_n+\omega_n^2\delta/2+\dots$; negative frequencies appear on relabelling to $-M/2\le n<M/2$. At finite $M$, $z_n\ne i\omega_n$ for every $n$, since ${\rm Re}\,z_n=(1-\cos\omega_n\delta)/\delta>0$, and the expansion fails altogether for $|n|$ of order $M$. The exact identity (A3) at finite $M$ therefore needs $\Delta(z_n)$ and not $\Delta(i\omega_n)$. In slice space, with $x=1-\delta h$, $(B^{-1})_{kk'}=g_{k-k'}$, where $g_m=x^m(1+x^M)^{-1}$ for $0\le m<M$ and $g_{m-M}=-g_m$ for every integer $m$: indeed $g_m-xg_{m-1}=0$ for $m>0$ and $g_0+xg_{M-1}=1$. The bath term of the action is $-\delta^2\sum\bar d_kV^\dagger g_{k-k'-2}Vd_{k'}$, the offset coming from the two factors $\Lambda$. Its continuum form is

$$\iint d\tau\,d\tau'\,\bar d(\tau)\Delta(\tau-\tau')d(\tau'),\qquad\Delta(\tau)=-V^\dagger e^{-\tau h}(1+e^{-\beta h})^{-1}V\quad(0<\tau<\beta),$$

extended to negative argument by $\Delta(\tau-\beta)=-\Delta(\tau)$.

Because $\int_0^\beta e^{(i\omega_n-h)\tau}d\tau=-(1+e^{-\beta h})(i\omega_n-h)^{-1}$, its transform $\int_0^\beta e^{i\omega_n\tau}\Delta(\tau)d\tau$ is $\Delta(i\omega_n)$: the amplitude to hop into the bath, propagate freely and return.

## A.5 Formulas for evaluation

**Determinants.** At $H_{\rm int}=0$ the integral over all modes gives $\det B\,\det A=\det[1+(1-\delta\mathsf h)^M]\ge1$, with $\mathsf h$ the one-body matrix of impurity and bath together, so $A$ is invertible. Apply (A1) to $d$ with free sources, $\langle e^{-\bar d\xi-\bar\xi d}\rangle_0=e^{\bar\xi A^{-1}\xi}$. On the left, $(\bar\xi_pd_p)(\bar d_q\xi_q)=\bar\xi_p\xi_q\,d_p\bar d_q$. On the right, the coefficient of $\prod_i\bar\xi_{p_i}\xi_{q_i}$ collects all pairings with the sign of the permutation. Thus $\langle\prod_id_{p_i}\bar d_{q_i}\rangle_0=\det[(A^{-1})_{p_iq_j}]$. For $H_{\rm int}=Un_\uparrow n_\downarrow$ the vertex is $v_k=\bar d_{\uparrow k}\bar d_{\downarrow k}d_{\downarrow k-1}d_{\uparrow k-1}=[(\Lambda d)_{\uparrow k}\bar d_{\uparrow k}][(\Lambda d)_{\downarrow k}\bar d_{\downarrow k}]$, the two reordering signs cancelling. Since $v_k^2=0$, the interaction factor is $\prod_k(1-\delta Uv_k)$ and

$$Z^{(M)}_{\rm imp}=\det A\sum_K(-\delta U)^{|K|}\det[(\Lambda A^{-1})_{K,K}],\tag{A4}$$

with $K$ running over the $2^M$ subsets of slices, both spins included. An insertion $d_p\bar d_q$ adds row $p$ of $A^{-1}$ and column $q$.

**The operator $T$.** With $\mathsf h$ the full one-body matrix, $\Gamma=\sum_p\delta^pN_p$, $N_0=1$, $N_p=-p^{-1}\sum_{\alpha\gamma}\mathsf h_{\alpha\gamma}a^\dagger_\alpha N_{p-1}a_\gamma$, because an even symbol may stand between $\bar\psi_\alpha$ and $\psi_\gamma$. For the same reason $T=\Gamma-\delta U\,d_\uparrow^\dagger d_\downarrow^\dagger\Gamma d_\downarrow d_\uparrow$.

**No interaction.** Let $G_n^{(M)}=-\delta\sum_{s=0}^{M-1}e^{i\omega_n\delta s}\langle d_{j+s}\bar d_j\rangle$, a Riemann sum for $G(i\omega_n)$. The term $s=M-1$, with $j=1$, obeys the trace formula of A.2 as well: in ${\rm Tr}[T^{M-1}d^\dagger_bTd_a]$ the ket $|-\psi_M\rangle$ gives $\bar d_{b,1}(-d_{a,M})=d_{a,M}\bar d_{b,1}$. At $H_{\rm int}=0$ it equals $-\delta a_n^{-1}=\lambda_n^{-1}[z_n-\varepsilon_d-\Delta(z_n)]^{-1}$, so $G=[i\omega_n-\varepsilon_d-\Delta(i\omega_n)]^{-1}$.

**Hybridization energy.** Scale $V\to\gamma V$, so $\partial_\gamma\ln Z=-\beta\langle H_{\rm hyb}\rangle$ at $\gamma=1$. In (A2), $\partial_\gamma a_n=2\delta\lambda_n\Delta(z_n)$. With $\langle\bar d_pd_q\rangle=-\langle d_q\bar d_p\rangle$ and the frequency block of $\langle d\bar d\rangle$ equal to $-G_n^{(M)}/\delta$,

$$\partial_\gamma\ln Z^{(M)}_{\rm imp}=-\langle\bar d\,\partial_\gamma A\,d\rangle=-2\sum_n\lambda_n\,{\rm tr}\,\Delta(z_n)G_n^{(M)} .$$

The traces converge uniformly for complex $\gamma$ near 1, so their derivatives converge. Successive slice values of the correlator differ by $O(\delta)$ because $T-1=O(\delta)$, and summation by parts bounds $G_n^{(M)}$ by a constant over $|z_n|$, with $|z_n|\ge2|\omega_n|/\pi$ for $-M/2\le n<M/2$. $\Delta(z_n)$ obeys the same kind of bound, since $|{\rm Im}\,z_n|\ge2|\omega_n|/\pi$ for $|\omega_n\delta|\le\pi/2$ and ${\rm Re}\,z_n\ge1/\delta$ beyond. The terms are dominated by $\omega_n^{-2}$ and the limit may be taken termwise:

$$\langle H_{\rm hyb}\rangle=\frac2\beta\sum_{n=-\infty}^\infty{\rm tr}\,\Delta(i\omega_n)G(i\omega_n).\tag{A5}$$

**Geometry.** The span of the columns of $h^mV$, $m\ge0$, is invariant under $h$, and so is its orthogonal complement because $h$ is Hermitian. Orbitals in the complement are dark: they are absent from $\Delta$ and contribute free factors to $Z$.

## A.6 Worked example

Energies are in units of a hopping $t$: $\varepsilon_d=-1.5$, $U=4$, $\beta=2$, $V=1$, bath on-site energy $\varepsilon_b=0.5$, spin-independent, so $\omega_0=\pi/2=1.570796$.

The ring has sites 1 to 4, bonds $-t$ on 1–2, 1–3, 2–4, 3–4, and the impurity coupled to site 1. The orbital $(2-3)/\sqrt2$ has vanishing matrix elements with 1 and 4 and is dark, at energy $\varepsilon_b$. The orbitals $1$, $(2+3)/\sqrt2$, $4$ form a three-site chain with bonds $-\sqrt2t$. With $x=z-\varepsilon_b$, the equations $xg_1+\sqrt2tg_2=1$, $\sqrt2t(g_1+g_3)+xg_2=0$, $\sqrt2tg_2+xg_3=0$ give $g_3=-\sqrt2tg_2/x$, then $g_2=-\sqrt2tg_1/(x-2t^2/x)$, and

$$\Delta=V^2g_1=\frac{V^2(x^2-2t^2)}{x(x^2-4t^2)}=V^2\left[\frac{1/4}{x+2t}+\frac{1/2}{x}+\frac{1/4}{x-2t}\right].$$

This is also the $\Delta$ of a star with levels $-1.5,\,0.5,\,2.5$ and couplings $0.5,\,0.707107,\,0.5$. At $z=i\omega_0$,

$$\frac{0.25}{1.5+1.570796i}+\frac{0.5}{-0.5+1.570796i}+\frac{0.25}{-2.5+1.570796i}=-0.0842-0.4173i .$$

At $U=0$ this gives $G(i\omega_0)=1/(1.570796i+1.5+0.0842+0.4173i)=0.2451-0.3076i$. A fourth bath is the same chain coupled at its middle site. It has the same spectrum and the same $V^2$, but there $g_1=g_3=-\sqrt2tg_2/x$, so $\Delta=V^2/(x-4t^2/x)$ and $\Delta(i\omega_0)=0.0156-0.2566i$.

The table comes from full diagonalization of $H$ in Fock space, with $G(i\omega_0)$ from the Lehmann sum and $G_4=\langle d_\uparrow(0.75\beta)d_\downarrow(0.5\beta)d^\dagger_\downarrow(0.2\beta)d^\dagger_\uparrow(0)\rangle$.

| quantity | ring, chain, star | middle |
|---|---|---|
| $\ln(Z/Z_{\rm bath})$ | 4.5337 | 4.3232 |
| $\langle n_\uparrow+n_\downarrow\rangle$ | 0.9430 | 0.9529 |
| $\langle n_\uparrow n_\downarrow\rangle$ | 0.0497 | 0.0356 |
| $G(i\omega_0)$ | $-0.0033-0.3111i$ | $0.0037-0.3017i$ |
| $G(\beta/2)$ | $-0.2025$ | $-0.1934$ |
| $\langle S_z(\beta/2)S_z\rangle$ | 0.1728 | 0.1971 |
| $G_4$ | 0.0633 | 0.0601 |
| $\langle H_{\rm hyb}\rangle$ | $-0.8443$ | $-0.6215$ |

The largest absolute deviation of the chain and star values from those of the ring is $3.6\times10^{-15}$. The dark orbital shows in the full quantities: $\ln Z$ is $11.897351$ for the ring and $11.270828$ for the star, a difference $0.626523=2\ln(1+e^{-\beta\varepsilon_b})$, and the bath fillings differ by $3.048121-2.510238=0.537883=2/(e^{\beta\varepsilon_b}+1)$. For (A5), the terms per spin approach $-V^2/\omega_n^2$. So $\beta^{-1}\sum_n\Delta G$ per spin is evaluated as $\beta^{-1}\sum_n(\Delta G+V^2/\omega_n^2)$ over the first 1000 frequencies of each sign, minus $V^2\beta/4$, which follows from $\beta^{-1}\sum_n\omega_n^{-2}=(2\beta/\pi^2)(\pi^2/8)$. The result is $-0.21107$. Multiplying by 4, for the prefactor 2 in (A5) and the two spins, gives $-0.8443$.

For $M=8$, $\delta=0.25$ and $z_0=(1-e^{-1.570796i\times0.25})/0.25=0.3045+1.5307i$. Write $\Delta=P/Q$ with $P$ quadratic and $Q$ monic cubic. The six conditions $P(i\omega_n)=\Delta(i\omega_n)Q(i\omega_n)$, $n=-3,\dots,2$, are linear in the six coefficients. With the ring's values the roots of $Q$ are $-1.5,\,0.5,\,2.5$, and $\Delta(z_0)=-0.0371-0.4432i$. The sum (A4) with this $\Delta$ gives $Z^{(8)}_{\rm imp}=53.318779$ and, at $s=3$, $\langle d_{\uparrow l}\bar d_{\uparrow j}\rangle=0.255695$ and $\langle d_{\uparrow l}\bar d_{\uparrow l}d_{\downarrow j}\bar d_{\downarrow j}\rangle=0.104660$. The Fock-space traces of $T$ for ring, chain and star give the same digits. These are finite-$M$ values and $Z^{(8)}_{\rm imp}$ is not $e^{4.5337}$. For the chain, $\ln{\rm Tr}\,T^M-\ln Z$ is $-3.83\times10^{-2}$, $-1.92\times10^{-2}$, $-9.62\times10^{-3}$ at $M=400$, $800$, $1600$, and the deviation of $G(\beta/2)$ from its diagonalization value $-0.2025$ is $-1.23\times10^{-3}$, $-6.2\times10^{-4}$, $-3.1\times10^{-4}$. Both halve as $M$ doubles.

## A.7 An interacting bath

If the bath has its own number-conserving interaction, (A1) is replaced by $Z_{\rm bath}\langle e^{-\bar c\eta-\bar\eta c}\rangle_{\rm bath}$. The logarithm of this average is a series in $\eta\propto V$ with equal numbers of $\eta$ and $\bar\eta$. Its quadratic term $\bar\eta\langle c\bar c\rangle\eta$ defines $\Delta=V^\dagger G_{\rm bath}V$. The next term, of order $V^4$, carries the connected four-point function of the bath, which vanishes for a quadratic bath by (A1) and is not part of $\Delta$.

Take one bath site with level $-U_b/2$ and repulsion $U_b$. The empty and doubly occupied states have energy 0 and probability $p_0$ each, the singly occupied ones energy $-U_b/2$ and probability $p_1$ each, with $2p_0+2p_1=1$. Adding a spin-up electron costs $-U_b/2$ from the empty state and $+U_b/2$ from the spin-down state, each with Lehmann weight $p_0+p_1=1/2$. So $G_{\rm bath}=\frac12[(z-U_b/2)^{-1}+(z+U_b/2)^{-1}]$ at any $\beta$, and $V^2G_{\rm bath}$ equals the $\Delta$ of a free star with levels $\pm U_b/2$ and couplings $V/\sqrt2$. For $U_b=2$ and the impurity of A.6, both have $\Delta(i\omega_0)=1.570796i/(-1.570796^2-1)=-0.4530i$. Diagonalization gives $G(i\omega_0)=-0.0061-0.3163i$ for the free bath and $-0.0037-0.2951i$ for the interacting one, and $\langle S_z(\beta/2)S_z\rangle=0.1657$ against $0.1473$. The interacting value of $\ln(Z/Z_{\rm bath})$ exceeds the free one by $0.128$ at $V=1$, by $7.572\times10^{-6}$ at $V=0.08$ and by $4.738\times10^{-7}$ at $V=0.04$. The last two give $\log_2(7.572\times10^{-6}/4.738\times10^{-7})=3.998$, the leading power $V^4$.

Numerical values quoted here were computed with a short program.
